# Nonadiabatic Born charges of a clean metal sum to its Drude count: a program that tests the result

```python
"""
Result under test: in a clean metal with local ionic potentials the nonadiabatic
Born charges of one cell add up to the Drude count
    N_D = m * Omega * D / (pi * e^2),   sigma(w) -> (D/pi) * i/(w + i0),
and not to zero.  m: electron mass, Omega: cell volume, D: Drude weight.
A Born charge is (cell dipole)/(e * displacement) of one sublattice moved
uniformly and slowly at zero macroscopic field; electrons carry charge -e.
Units inside: nm, eV, fs.  Momentum is represented by the wavenumber K = k + G.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

HB2M = const.hbar**2 / const.m_e / const.e * 1e18      # hbar^2/m in eV nm^2
HBAR = const.hbar / const.e * 1e15                     # eV fs
KB = const.k / const.e                                 # eV/K

PERIOD, AREA = 0.42, 0.045                             # nm, nm^2 per chain
DEPTH, WIDTH = (8.0, 18.0), (0.06, 0.05)               # eV, nm
SITE, ION_CHARGE = (0.0, 0.21), (1.0, 2.0)             # nm, units of e
ELECTRONS, TEMPERATURE, PHONON = 3.0, 300.0, 0.065     # per cell, K, eV
NONLOCAL_WIDTH = 0.05                                  # nm


def dagger(a):
    return np.conj(np.swapaxes(a, -1, -2))


def reciprocal(nmax):
    return 2 * np.pi / PERIOD * np.arange(-nmax, nmax + 1)


def mesh(nk):
    return (np.arange(nk) + 0.5) * 2 * np.pi / (PERIOD * nk) - np.pi / PERIOD


def ion_potential(ion, g, shift=0.0):
    """Plane-wave matrix of one periodic Gaussian well, displaced by shift."""
    dg = g[:, None] - g[None, :]
    size = DEPTH[ion] * WIDTH[ion] * np.sqrt(2 * np.pi) / PERIOD
    return -size * np.exp(-(WIDTH[ion] * dg)**2 / 2
                          - 1j * dg * (SITE[ion] + shift))


def displacement_derivative(potential, g):
    return -1j * (g[:, None] - g[None, :]) * potential


def projector(wavenumber):
    norm = np.sqrt(2 * np.sqrt(np.pi) * NONLOCAL_WIDTH / PERIOD)
    return norm * np.exp(-(NONLOCAL_WIDTH * wavenumber)**2 / 2)


def hamiltonian(k, g, strength=0.0):
    wave = k[:, None] + g
    h = (ion_potential(0, g) + ion_potential(1, g))[None] + np.zeros(
        (len(k), 1, 1))
    h = h + HB2M / 2 * wave[:, :, None]**2 * np.eye(len(g))
    b = projector(wave)
    return h + strength * b[:, :, None] * b[:, None, :]


def fermi(levels, count, kt):
    """Occupation of each spin-orbital, for count electrons per cell."""
    def excess(mu):
        return 2 * expit((mu - levels) / kt).sum() / len(levels) - count
    mu = brentq(excess, levels.min() - 5, levels.min() + 60, xtol=1e-13)
    return expit((mu - levels) / kt)


def pair_terms(levels, weight):
    """Weight differences and level differences of all state pairs."""
    dw = weight[..., :, None] - weight[..., None, :]
    de = levels[..., :, None] - levels[..., None, :]
    return dw, np.where(dw == 0, np.inf, de)


def slow_charge(levels, weight, k_op, force):
    """Electronic part of a Born charge in the limit of slow uniform motion."""
    dw, de = pair_terms(levels, weight)
    total = np.sum(dw * k_op * np.swapaxes(force, -1, -2) / de**2)
    return float(np.real(1j * HB2M * total))


def charge_at(levels, weight, k_op, force, energy):
    """Electronic part of a Born charge at drive energy hbar*omega."""
    dw, de = pair_terms(levels, weight)
    total = np.sum(dw * k_op * np.swapaxes(force, -1, -2) / (de + energy))
    return float(np.real(HB2M * total / (1j * energy)))


def band_slopes(k, g, strength=0.0, step=1e-4):
    up = np.linalg.eigvalsh(hamiltonian(k + step, g, strength))
    down = np.linalg.eigvalsh(hamiltonian(k - step, g, strength))
    return (up - down) / (2 * step)


def chain(nk, nmax, count=ELECTRONS, temp=TEMPERATURE):
    """States, sublattice charges and Fermi-surface Drude count of the chain."""
    k, g = mesh(nk), reciprocal(nmax)
    levels, vec = np.linalg.eigh(hamiltonian(k, g))
    occ = fermi(levels, count, KB * temp)
    k_op = dagger(vec) @ ((k[:, None] + g)[:, :, None] * vec)
    force = [dagger(vec) @ displacement_derivative(ion_potential(i, g), g) @ vec
             for i in (0, 1)]
    weight = 2 * occ / nk
    z_el = [slow_charge(levels, weight, k_op, w) for w in force]
    surface = occ * (1 - occ) / (KB * temp)
    drude = 2 / nk * np.sum(surface * band_slopes(k, g)**2) / HB2M
    return dict(k=k, g=g, levels=levels, weight=weight, k_op=k_op,
                force=force, z_el=z_el, drude=drude)


# ---- main model: sum of sublattice charges against the Fermi surface ----
main = chain(600, 10)
born = [ION_CHARGE[i] + main["z_el"][i] for i in (0, 1)]
born_sum, drude = sum(born), main["drude"]
assert abs(born_sum - drude) < 1e-5
assert 0.1 < drude < ELECTRONS - 0.1
coarse_k, coarse_g = chain(300, 10), chain(600, 7)
shift_k = sum(coarse_k["z_el"]) - sum(main["z_el"])
shift_g = sum(coarse_g["z_el"]) - sum(main["z_el"])
assert max(abs(shift_k), abs(shift_g)) < 1e-4

# ---- two electrons per cell fill one band: the sum must vanish ----
insulator_sum = 2.0 + sum(chain(200, 10, count=2.0)["z_el"])
assert abs(insulator_sum) < 1e-5

# ---- finite frequency: relation to the optical response, and limits ----
state = (main["levels"], main["weight"], main["k_op"])


def sum_at(energy):
    return ELECTRONS + sum(charge_at(*state, w, energy) for w in main["force"])


def optical_count(energy):
    """-i*omega*m*Omega*sigma/e^2 from momentum-momentum response."""
    dw, de = pair_terms(main["levels"], main["weight"])
    k_op = main["k_op"]
    total = np.sum(dw * k_op * np.swapaxes(k_op, -1, -2) / (de + energy))
    return ELECTRONS + HB2M * float(np.real(total))


for energy in (PHONON, 1.0):
    assert abs(sum_at(energy) - optical_count(energy)) < 1e-6
sum_phonon, sum_one_ev = sum_at(PHONON), sum_at(1.0)
fast = [ION_CHARGE[i] + charge_at(*state, main["force"][i], 2000.0)
        for i in (0, 1)]
assert max(abs(fast[i] - ION_CHARGE[i]) for i in (0, 1)) < 1e-2


# ---- definition of a Born charge: move one sublattice in real time ----
def transported_charge(ion, nk=8, nmax=5, duration=12.0, steps=1600, u0=5e-4):
    k, g = mesh(nk), reciprocal(nmax)
    h0 = hamiltonian(k, g)
    levels, vec = np.linalg.eigh(h0)
    weight = 2 * fermi(levels, ELECTRONS, KB * TEMPERATURE) / nk
    wave = k[:, None] + g
    k_op = dagger(vec) @ (wave[:, :, None] * vec)
    start = ion_potential(ion, g)
    force = dagger(vec) @ displacement_derivative(start, g) @ vec
    formula = slow_charge(levels, weight, k_op, force)
    psi, dt, path = vec[:, :, :2].copy(), duration / steps, 0.0
    for s in range(steps):
        x = (s + 0.5) / steps
        u = u0 * (x - np.sin(2 * np.pi * x) / (2 * np.pi))
        e, v = np.linalg.eigh(h0 + ion_potential(ion, g, u) - start)
        psi = v @ (np.exp(-1j * e * dt / HBAR)[:, :, None] * (dagger(v) @ psi))
        path += dt * np.sum(weight[:, None, :2] * np.abs(psi)**2
                            * wave[:, :, None])
    return -HB2M / HBAR * path / u0, formula


moved = [transported_charge(i) for i in (0, 1)]
for dynamic, formula in moved:
    # time-step error is of order (transition energy * dt / hbar)^2 / 12
    assert abs(dynamic - formula) < 0.01


# ---- full tensor in an oblique two-dimensional crystal ----
def oblique_tensors(nk=16, nmax=4, kt=0.5, count=3.0):
    cell = np.array([[0.42, 0.0], [0.12, 0.38]])
    recip = 2 * np.pi * np.linalg.inv(cell).T
    n = np.arange(-nmax, nmax + 1)
    g = np.array([[i, j] for i in n for j in n]) @ recip
    f = (np.arange(nk) + 0.5) / nk - 0.5
    k = np.array([[i, j] for i in f for j in f]) @ recip
    dg = g[:, None, :] - g[None, :, :]
    wells = []
    for depth, width, frac in ((12.0, 0.07, (0.0, 0.0)),
                               (20.0, 0.06, (0.35, 0.2))):
        size = depth * 2 * np.pi * width**2 / abs(np.linalg.det(cell))
        wells.append(-size * np.exp(-width**2 * (dg**2).sum(-1) / 2
                                    - 1j * dg @ (np.array(frac) @ cell)))
    wave = k[:, None, :] + g[None, :, :]
    h = (wells[0] + wells[1])[None] + HB2M / 2 * (
        (wave**2).sum(-1)[:, :, None] * np.eye(len(g)))
    levels, vec = np.linalg.eigh(h)
    occ = fermi(levels, count, kt)
    weight = 2 * occ / len(k)
    k_op = [dagger(vec) @ (wave[:, :, a, None] * vec) for a in (0, 1)]
    charges = count * np.eye(2)
    for well in wells:
        for b in (0, 1):
            force = dagger(vec) @ (-1j * dg[:, :, b] * well) @ vec
            for a in (0, 1):
                charges[a, b] += slow_charge(levels, weight, k_op[a], force)
    mean_k = [np.real(np.diagonal(o, axis1=1, axis2=2)) for o in k_op]
    surface = weight * (1 - occ) / kt
    fermi_surface = np.array([[HB2M * np.sum(surface * p * q) for q in mean_k]
                              for p in mean_k])
    return charges, fermi_surface


tensor_born, tensor_drude = oblique_tensors()
assert np.max(np.abs(tensor_born - tensor_drude)) < 2e-3


# ---- two interacting electrons on a ring of one period ----
def interacting_ring(repulsion, nmax=6, step=0.01):
    g = reciprocal(nmax)
    one = np.eye(len(g))

    def both(a):
        return np.kron(a, one) + np.kron(one, a)

    hop = np.eye(len(g), k=-1)
    pair = repulsion / 2 * (np.kron(hop, hop.T) + np.kron(hop.T, hop))
    wells = [ion_potential(i, g) for i in (0, 1)]

    def energy_matrix(boost):
        return both(np.diag(HB2M / 2 * (g + boost)**2) + sum(wells)) + pair

    levels, vec = np.linalg.eigh(energy_matrix(0.0))
    weight = np.zeros(len(levels))
    weight[0] = 1.0
    k_op = dagger(vec) @ both(np.diag(g)) @ vec
    total = 2.0
    for well in wells:
        force = dagger(vec) @ both(displacement_derivative(well, g)) @ vec
        total += slow_charge(levels, weight, k_op, force)
    ground = [np.linalg.eigvalsh(energy_matrix(b))[0] for b in (-step, 0, step)]
    curvature = (ground[0] - 2 * ground[1] + ground[2]) / step**2 / HB2M
    return total, curvature


ring_free, ring_pair = interacting_ring(0.0), interacting_ring(6.0)
for total, curvature in (ring_free, ring_pair):
    assert abs(total - curvature) < 1e-3
assert abs(ring_free[0] - ring_pair[0]) > 1e-3


# ---- nonlocal ion potential: the sum rule must fail ----
def nonlocal_case(strength, nk=600, nmax=10):
    k, g = mesh(nk), reciprocal(nmax)
    h = hamiltonian(k, g, strength)
    levels, vec = np.linalg.eigh(h)
    occ = fermi(levels, ELECTRONS, KB * TEMPERATURE)
    wave = k[:, None] + g
    b = projector(wave)
    slope = HB2M * wave[:, :, None] * np.eye(len(g)) - (
        strength * NONLOCAL_WIDTH**2 * b[:, :, None] * b[:, None, :]
        * (wave[:, :, None] + wave[:, None, :]))
    current = dagger(vec) @ (slope / HB2M) @ vec
    force = dagger(vec) @ displacement_derivative(h, g) @ vec
    total = ELECTRONS + slow_charge(levels, 2 * occ / nk, current, force)
    surface = occ * (1 - occ) / (KB * TEMPERATURE)
    count = 2 / nk * np.sum(surface * band_slopes(k, g, strength)**2) / HB2M
    return total, count


local_check, nonlocal_pair = nonlocal_case(0.0), nonlocal_case(4.0)
assert abs(local_check[0] - local_check[1]) < 1e-5
assert abs(nonlocal_pair[0] - nonlocal_pair[1]) > 5e-3

# ---- inertial acceleration: rigid shift of occupations carries N_D ----
shift = 1e-3
shifted_slopes = band_slopes(main["k"] + shift, main["g"])
shift_count = np.sum(main["weight"] * shifted_slopes) / HB2M / shift
assert abs(shift_count - drude) < 1e-3

# ---- scattering: Drude damping at rough film resistivities ----
volume = PERIOD * AREA
density = drude / volume * 1e27
omega_p = np.sqrt(density * const.e**2 / (const.epsilon_0 * const.m_e))
plasma_energy = const.hbar * omega_p / const.e
drude_permittivity = 1 - (plasma_energy / PHONON)**2


def damped_sum(omega_tau):
    return drude / (1 + 1j / omega_tau)


def damped_sum_in_time(w):
    """Lattice-frame drift y: dy/dt = -u'' - y, with u = cos(w t), tau = 1."""
    period = 2 * np.pi / w
    t = 30.0 + period * np.arange(400) / 400
    run = solve_ivp(lambda s, y: w**2 * np.cos(w * s) - y, (0, t[-1]), [0.0],
                    t_eval=t, rtol=1e-9, atol=1e-12, max_step=period / 50)
    amplitude = 2 * np.mean(run.y[0] * np.exp(1j * w * t))
    return -shift_count * amplitude / (-1j * w)


films = []
for resistivity in (20.0, 200.0):
    rate = (const.epsilon_0 * resistivity * 1e-8 * omega_p**2
            * const.hbar / const.e)
    ratio = PHONON / rate
    assert abs(damped_sum_in_time(ratio) - damped_sum(ratio)) < 2e-3
    films.append((resistivity, rate, ratio, damped_sum(ratio)))

hot = chain(600, 10, temp=600.0)
hot_shift = ELECTRONS + sum(hot["z_el"]) - born_sum
levels = main["levels"]

# ---- report ----
print(f"period {PERIOD} nm, chain area {AREA} nm^2, volume {volume:.4f} nm^3")
for i in (0, 1):
    print(f"ion {'AB'[i]}: charge {ION_CHARGE[i]:+.0f} e, depth {DEPTH[i]} eV, "
          f"width {WIDTH[i]} nm, site {SITE[i]} nm")
print(f"electrons per cell {ELECTRONS:.0f}, temperature {TEMPERATURE:.0f} K")
print(f"phonon energy {PHONON * 1e3:.0f} meV")
print(f"width of band 2: {np.ptp(levels[:, 1]):.3f} eV")
print(f"smallest vertical gap, bands 1-2: "
      f"{np.min(levels[:, 1] - levels[:, 0]):.3f} eV")
print(f"smallest vertical gap, bands 2-3: "
      f"{np.min(levels[:, 2] - levels[:, 1]):.3f} eV")
for i in (0, 1):
    print(f"electronic part, ion {'AB'[i]}: {main['z_el'][i]:+.5f} e")
    print(f"Born charge, ion {'AB'[i]}: {born[i]:+.5f} e")
print(f"sum of Born charges: {born_sum:.6f} e")
print(f"Drude count from Fermi surface: {drude:.6f} electrons per cell")
print(f"shift of sum, k mesh 600 to 300: {shift_k:.1e} e")
print(f"shift of sum, plane waves 21 to 15: {shift_g:.1e} e")
print(f"sum for filled band (2 electrons): {insulator_sum:.1e} e")
for i in (0, 1):
    print(f"8-point mesh, ion {'AB'[i]}, electronic: moved in time "
          f"{moved[i][0]:+.4f} e, formula {moved[i][1]:+.4f} e")
print(f"sum at phonon energy: {sum_phonon:.6f} e")
print(f"sum at 1 eV: {sum_one_ev:.5f} e")
print(f"charges at 2000 eV: A {fast[0]:.4f} e, B {fast[1]:.4f} e")
for name, t in (("Born sum", tensor_born), ("Drude", tensor_drude)):
    print(f"oblique 2D {name}: xx {t[0, 0]:.4f}, xy {t[0, 1]:.4f}, "
          f"yx {t[1, 0]:.4f}, yy {t[1, 1]:.4f}")
for name, r in (("0 eV", ring_free), ("6 eV", ring_pair)):
    print(f"ring, repulsion {name}: Born sum {r[0]:.5f} e, "
          f"energy curvature count {r[1]:.5f}")
print(f"nonlocal 4 eV, width {NONLOCAL_WIDTH} nm: Born sum "
      f"{nonlocal_pair[0]:.4f} e, Drude count {nonlocal_pair[1]:.4f}")
print(f"count from rigid occupation shift: {shift_count:.5f}")
print(f"Drude density {density * 1e-6:.3e} cm^-3")
print(f"Drude plasma energy {plasma_energy:.3f} eV")
print(f"clean Drude permittivity at phonon energy {drude_permittivity:.3e}")
for resistivity, rate, ratio, z in films:
    print(f"film {resistivity:.0f} uOhm cm: hbar/tau {rate:.3f} eV, "
          f"omega*tau {ratio:.4f}")
    print(f"  damped sum: real {z.real:.4f} e, imaginary {z.imag:.4f} e, "
          f"modulus {abs(z):.4f} e")
print(f"shift of sum from finite phonon energy {sum_phonon - born_sum:.2e} e")
print(f"shift of sum from 300 K to 600 K {hot_shift:.2e} e")
print("done: every assertion held")
```

Printed output:

```
period 0.42 nm, chain area 0.045 nm^2, volume 0.0189 nm^3
ion A: charge +1 e, depth 8.0 eV, width 0.06 nm, site 0.0 nm
ion B: charge +2 e, depth 18.0 eV, width 0.05 nm, site 0.21 nm
electrons per cell 3, temperature 300 K
phonon energy 65 meV
width of band 2: 3.138 eV
smallest vertical gap, bands 1-2: 5.406 eV
smallest vertical gap, bands 2-3: 3.291 eV
electronic part, ion A: +0.12468 e
Born charge, ion A: +1.12468 e
electronic part, ion B: -1.10313 e
Born charge, ion B: +0.89687 e
sum of Born charges: 2.021553 e
Drude count from Fermi surface: 2.021553 electrons per cell
shift of sum, k mesh 600 to 300: 2.3e-10 e
shift of sum, plane waves 21 to 15: 3.6e-09 e
sum for filled band (2 electrons): 3.8e-14 e
8-point mesh, ion A, electronic: moved in time +0.1278 e, formula +0.1278 e
8-point mesh, ion B, electronic: moved in time -1.0813 e, formula -1.0841 e
sum at phonon energy: 2.021519 e
sum at 1 eV: 2.01324 e
charges at 2000 eV: A 1.0000 e, B 2.0001 e
oblique 2D Born sum: xx 1.1242, xy -0.0218, yx -0.0218, yy 0.1916
oblique 2D Drude: xx 1.1242, xy -0.0218, yx -0.0218, yy 0.1916
ring, repulsion 0 eV: Born sum 0.99350 e, energy curvature count 0.99349
ring, repulsion 6 eV: Born sum 1.66725 e, energy curvature count 1.66725
nonlocal 4 eV, width 0.05 nm: Born sum 1.9576 e, Drude count 1.7436
count from rigid occupation shift: 2.02155
Drude density 1.070e+23 cm^-3
Drude plasma energy 12.144 eV
clean Drude permittivity at phonon energy -3.491e+04
film 20 uOhm cm: hbar/tau 0.397 eV, omega*tau 0.1638
  damped sum: real 0.0528 e, imaginary -0.3225 e, modulus 0.3268 e
film 200 uOhm cm: hbar/tau 3.968 eV, omega*tau 0.0164
  damped sum: real 0.0005 e, imaginary -0.0331 e, modulus 0.0331 e
shift of sum from finite phonon energy -3.47e-05 e
shift of sum from 300 K to 600 K -1.56e-03 e
done: every assertion held
```
